# Spin Hall magnetoresistance of a metal film on a magnetic insulator

## What symmetry and dimensions fix

A nonmagnetic metal film fills $0<z<d$. Below it lies a magnetic insulator with unit magnetization $\mathbf m$; above it is vacuum. A field $E$ drives charge along $x$. The spin Hall effect turns this into a spin current along $z$, polarized along $y$. The inverse effect turns gradients of $y$ spin back into charge current along $x$. Each conversion brings one factor of the spin Hall angle $\theta$, so the correction to the longitudinal conductivity is proportional to $\theta^2$.

The magnetization acts between the two conversions, where it determines how the interface responds to spin. If the metal and the interface have no other preferred spin direction, the linear response matrix has the form

$$A_{ab}=A_0\,\delta_{ab}+A_1\,m_am_b+A_2\sum_c\epsilon_{abc}m_c .$$

Since $y$ spin is both supplied and detected, what matters is $A_{yy}=A_0+A_1m_y^2$; the antisymmetric term drops out. A static insulator absorbs no spin parallel to $\mathbf m$, so absorption vanishes at $m_y=\pm1$ and must be proportional to $1-m_y^2$.

The remaining quantities are the conductivity $\sigma$ (S/m), the spin diffusion length $\lambda$ (m), the thickness $d$ (m) and an interface conductance per area $G$ (S/m²). Their dimensionless combinations are $d/\lambda$ and $\lambda G/\sigma$. Hence, to order $\theta^2$,

$$\rho_{xx}=\frac1\sigma\left[1-a+b\,(1-m_y^2)\right],\qquad b=\theta^2 f\!\left(\frac d\lambda,\frac{\lambda G}{\sigma}\right).$$

This is a cosine-squared law in particular planes. In the $xy$ plane $1-m_y^2=\cos^2\alpha$, with $\alpha$ measured from $x$; in the $yz$ plane it is $\cos^2\beta$, with $\beta$ measured from $z$. Rotation in the $xz$ plane changes nothing at this order. The functions $a$ and $f$ require a transport calculation.

## Laws used by both derivations

**Spin supply.** For spin axis $\hat{\mathbf a}$, let $V_\pm$ be the departures of the two spin potentials from their mean, and $s_a=(V_+-V_-)/2$. The mean electrochemical field is $\mathbf E$. The two channels feel $\mathbf F_\pm=\mathbf E\mp\nabla s_a$ and carry

$$\mathbf J_\pm=\frac\sigma2\left(\mathbf F_\pm\mp\theta\,\hat{\mathbf a}\times\mathbf F_\pm\right).$$

The spin current is the difference $\mathbf J_+-\mathbf J_-$, in units of electric current. Since $\mathbf F_+-\mathbf F_-=-2\nabla s_a$ and $\mathbf F_++\mathbf F_-=2\mathbf E$, it equals $-\sigma\nabla s_a-\theta\sigma\,\hat{\mathbf a}\times\mathbf E$. Its $z$ component follows from $\hat{\mathbf z}\cdot(\hat{\mathbf a}\times\mathbf E)=-\hat{\mathbf a}\cdot(\hat{\mathbf z}\times\mathbf E)$. Collecting the three spin components, with variation along $z$ only,

$$\mathbf Q=-\sigma\mathbf s'+\theta\sigma\,\hat{\mathbf z}\times\mathbf E .$$

A prime means $d/dz$. For $\mathbf E=E\hat{\mathbf x}$ the source is $\theta\sigma E\,\hat{\mathbf y}$: positive $\theta$ sends $+y$ spin current upward. In the steady state $\nabla\times\mathbf E=0$, so the in-plane field does not depend on $z$.

**Spin loss.** Let $N$ be the density of states of both spins together, $D$ the diffusion constant and $\tau$ the spin relaxation time. The spin density in charge units is $e^2N\mathbf s$, and $\sigma=e^2ND$. Therefore

$$\mathbf Q'=-\frac{e^2N\mathbf s}{\tau}=-\frac{\sigma}{\lambda^2}\mathbf s,\qquad \lambda^2=D\tau .$$

The Hall source is uniform, so $\mathbf Q'=-\sigma\mathbf s''$ and $\mathbf s''=\mathbf s/\lambda^2$.

**Interface absorption.** Electrons reflect from the insulator with amplitudes $r_\uparrow,r_\downarrow$ of unit modulus, for spin along and against $\mathbf m$. Use right-handed spin axes $\mathbf e_1,\mathbf e_2,\mathbf m$. An incoming spin distribution is the matrix $\hat s=\sum_a s_aP_a$, with Pauli matrices $P_a$, and leaves as $r\hat sr^\dagger$. Its diagonal elements are unchanged, so spin along $\mathbf m$ is not absorbed. The off-diagonal element $s_1-is_2$ is multiplied by $r_\uparrow r_\downarrow^*$. The net matrix current into the interface has the off-diagonal element

$$I_{\uparrow\downarrow}=G(s_1-is_2),\qquad G=G_r+iG_i=\frac{e^2}{h}\sum_{\rm modes}(1-r_\uparrow r_\downarrow^*)\ \text{per area}.$$

The absorbed spin current is $K_a={\rm Tr}(P_aI)$, which gives $K_1-iK_2=2I_{\uparrow\downarrow}$. The trace is the origin of the factor 2. Taking real and imaginary parts,

$$K_1=2(G_rs_1+G_is_2),\qquad K_2=2(G_rs_2-G_is_1),$$

or, with $\mathbf s_\perp=\mathbf s-\mathbf m(\mathbf m\cdot\mathbf s)$,

$$\mathbf K=2G_r\mathbf s_\perp-2G_i\,\mathbf m\times\mathbf s .$$

Thus multiplying $u_1-iu_2$ by a complex number $c$ means forming the vector ${\rm Re}\,c\;\mathbf u_\perp-{\rm Im}\,c\;\mathbf m\times\mathbf u$. In a diffusive film, $G$ denotes the effective value that relates $\mathbf K$ to the spin potential at the interface.

## First derivation: solve for the spin profile

No spin leaves through the vacuum face, while $\mathbf K$ leaves downward through the magnetic face:

$$\mathbf Q(d)=0,\qquad \mathbf Q(0)=-\mathbf K .$$

With $\mathbf Q=-\sigma\mathbf s'+\theta\sigma E\hat{\mathbf y}$ these become

$$\mathbf s'(d)=\theta E\hat{\mathbf y},\qquad \mathbf s'(0)=\theta E\hat{\mathbf y}+\mathbf K/\sigma .$$

Write $\mathbf s=\mathbf s_o+\boldsymbol\delta$. The first part belongs to a film without absorption:

$$\mathbf s_o=\theta E\lambda\,\hat{\mathbf y}\,\frac{\sinh[(z-d/2)/\lambda]}{\cosh(d/2\lambda)} .$$

Its slope is $\theta E\hat{\mathbf y}$ at both faces. With $t=\tanh(d/2\lambda)$, its value at the magnet is $\mathbf s_0\equiv\mathbf s_o(0)=-\theta E\lambda t\,\hat{\mathbf y}$.

The second part has zero slope at $z=d$ and slope $\mathbf K/\sigma$ at $z=0$:

$$\boldsymbol\delta=\mathbf C\cosh\frac{z-d}\lambda,\qquad -\frac{\mathbf C}\lambda\sinh\frac d\lambda=\frac{\mathbf K}\sigma,\qquad \mathbf C=-\frac{\lambda\mathbf K}{\sigma\sinh(d/\lambda)} .$$

At the interface this gives $\boldsymbol\delta(0)=-R\mathbf K$, with $R=(\lambda/\sigma)\coth(d/\lambda)$. In complex notation for the plane normal to $\mathbf m$, the interface law reads $K=2G(s_0-RK)$, so

$$K=\Gamma s_0,\qquad \Gamma=\frac{2G}{1+2GR}=\frac{2G\sigma}{\sigma+2\lambda G\coth(d/\lambda)} .$$

Returning to vectors,

$$\mathbf K=-\theta E\lambda t\left[{\rm Re}\,\Gamma\,(\hat{\mathbf y}-m_y\mathbf m)-{\rm Im}\,\Gamma\;\mathbf m\times\hat{\mathbf y}\right].$$

Because $\mathbf m\times\hat{\mathbf y}$ has no $y$ component, $K_y=-\theta E\lambda t\,{\rm Re}\,\Gamma\,(1-m_y^2)$.

The charge current is the sum of the two channels. For one spin axis,

$$\mathbf J_++\mathbf J_-=\sigma\mathbf E-\frac{\sigma\theta}2\,\hat{\mathbf a}\times(\mathbf F_+-\mathbf F_-)=\sigma\mathbf E+\theta\sigma\,\hat{\mathbf a}\times\nabla s_a .$$

Adding the Hall terms of all three spin components gives $\mathbf J=\sigma\mathbf E-\theta\sigma\,\hat{\mathbf z}\times\mathbf s'$. The Hall term has no $z$ component, so the condition $J_z=0$ gives $E_z=0$. Along $x$, $J_x=\sigma E+\theta\sigma s_y'$, and its average over the thickness is

$$\bar J_x=\sigma E+\frac{\theta\sigma}{d}[s_y(d)-s_y(0)] .$$

The first part of the profile contributes $2\theta E\lambda t$ to the bracket. The second contributes

$$C_y\left(1-\cosh\frac d\lambda\right)=\frac{\lambda K_y}\sigma\,\frac{\cosh(d/\lambda)-1}{\sinh(d/\lambda)}=\frac{\lambda t}{\sigma}K_y .$$

Inserting $K_y$,

$$\frac{\bar J_x}{\sigma E}=1+a-b(1-m_y^2),\qquad a=\theta^2\frac{2\lambda}{d}\tanh\frac d{2\lambda},$$

$$b=\frac{\theta^2\lambda^2t^2}{\sigma d}{\rm Re}\,\Gamma=\theta^2\frac\lambda d\,{\rm Re}\left[\frac{2\lambda G\tanh^2(d/2\lambda)}{\sigma+2\lambda G\coth(d/\lambda)}\right].$$

No expansion in $\theta$ has been made: within the stated transport laws this conductivity holds for any $\theta$. For either sign of $\theta$, absorption shrinks $|s_y(0)|$, which reduces the magnitude of the spin difference across the film and the returned charge current.

**Transverse current and resistivity.** Along $y$, for the same field, $\bar J_y=-(\theta\sigma/d)[s_x(d)-s_x(0)]=-(\theta\lambda t/d)K_x$. With $(\mathbf m\times\hat{\mathbf y})_x=-m_z$,

$$\frac{\bar J_y}{\sigma E}=-b\,m_xm_y+b_i\,m_z,$$

where $b_i$ is $b$ with Re replaced by Im. The conductivity tensor is therefore $\sigma(1+M)$ with $M$ of order $\theta^2$, and its inverse is $(1-M)/\sigma+O(\theta^4)$. With no transverse current,

$$\rho_{xx}=\frac1\sigma[1-a+b(1-m_y^2)]+O(\theta^4),\qquad \rho_{yx}=\frac{b\,m_xm_y-b_i\,m_z}{\sigma}+O(\theta^4).$$

For in-plane $\mathbf m$ the angular shape holds beyond this order. A field parallel or normal to $\mathbf m$ then produces no transverse current, so these directions are principal axes, with conductivities $\sigma(1+a-b)$ and $\sigma(1+a)$. Rotating the resistivity tensor gives $\rho_{xx}=\rho_\perp+(\rho_\parallel-\rho_\perp)\cos^2\alpha$, where

$$\rho_\parallel-\rho_\perp=\frac{b}{\sigma(1+a)(1+a-b)} .$$

## Second derivation: a spin circuit and its power

This route does not use the inverse spin Hall current. It treats the film as a resistive line and finds the charge current from the heat produced.

**The circuit.** Let $\mathbf q=-\sigma\mathbf s'$ be the diffusive part of the spin current; then $\mathbf q'=-\sigma\mathbf s/\lambda^2$. Two input resistances per area are needed.

- A line of length $d$ with a blocked far end has $s\propto\cosh[(d-z)/\lambda]$. Its input resistance is $s/q=(\lambda/\sigma)\coth(d/\lambda)=R$.
- A line of length $d/2$ with $s=0$ at its far end has $s\propto\sinh[(d/2-z)/\lambda]$. Its input resistance is $(\lambda/\sigma)\tanh(d/2\lambda)=\lambda t/\sigma$.

Without absorption the diffusive flow must cancel the Hall supply at both faces: $\mathbf q=-\theta\sigma E\hat{\mathbf y}$. Spin is thus fed in at the top and drawn out at the bottom in equal amounts. By antisymmetry $\mathbf s=0$ at the midplane, and each half is the second kind of line. The potential at the magnet is

$$\mathbf s_0=-\frac{\lambda t}\sigma\,\theta\sigma E\,\hat{\mathbf y}=-\theta E\lambda t\,\hat{\mathbf y} .$$

Drawing an additional current $\mathbf K$ changes the potential to $\mathbf s(0)=\mathbf s_0-R\mathbf K$, since the film seen from the interface is the first kind of line. The film is a source of voltage $\mathbf s_0$ and internal resistance $R$, loaded by the complex conductance $2G$ for spin normal to $\mathbf m$. Hence $K=2Gs_0/(1+2GR)=\Gamma s_0$.

**The heat.** The Hall deflection does no work, because $\mathbf F_\pm\cdot(\hat{\mathbf a}\times\mathbf F_\pm)=0$. The Joule heat per volume is therefore

$$\frac\sigma2(F_+^2+F_-^2)=\sigma(E^2+|\nabla s_a|^2),$$

which isotropy in spin space extends to $\sigma(E^2+|\mathbf s'|^2)$. Spin relaxation transfers a current density $\sigma s/(2\lambda^2)$ from one channel to the other across the voltage $2s$, producing $\sigma|\mathbf s|^2/\lambda^2$. The interface receives $\mathbf s(0)\cdot\mathbf K$ per area. The power beyond $\sigma E^2d$ is

$$W=B[\mathbf s,\mathbf s]+\mathbf s(0)\cdot\mathbf K,\qquad B[\mathbf u,\mathbf v]=\sigma\int_0^d\left(\mathbf u'\cdot\mathbf v'+\frac{\mathbf u\cdot\mathbf v}{\lambda^2}\right)dz .$$

If $\mathbf v''=\mathbf v/\lambda^2$, integration by parts gives $B[\mathbf u,\mathbf v]=\sigma[\mathbf u\cdot\mathbf v']_0^d$. Let $\boldsymbol\delta$ be the change caused by drawing $\mathbf K$, with $\boldsymbol\delta'(d)=0$, $\sigma\boldsymbol\delta'(0)=\mathbf K$ and $\boldsymbol\delta(0)=-R\mathbf K$. Then

$$B[\mathbf s_o,\mathbf s_o]=\theta\sigma E\,(2\theta E\lambda t),\qquad B[\mathbf s_o,\boldsymbol\delta]=-\mathbf s_0\cdot\mathbf K,\qquad B[\boldsymbol\delta,\boldsymbol\delta]=R|\mathbf K|^2 .$$

The total is

$$W=2\sigma\theta^2E^2\lambda t-2\mathbf s_0\cdot\mathbf K+R|\mathbf K|^2+(\mathbf s_0-R\mathbf K)\cdot\mathbf K=2\sigma\theta^2E^2\lambda t-\mathbf s_0\cdot\mathbf K .$$

From $K=\Gamma s_0$, $\mathbf s_0\cdot\mathbf K={\rm Re}\,\Gamma\,\theta^2E^2\lambda^2t^2(1-m_y^2)$. The electrical supply satisfies $\bar J_xEd=\sigma E^2d+W$. Dividing by $\sigma E^2d$,

$$\frac{\bar J_x}{\sigma E}=1+\theta^2\frac{2\lambda t}d-\frac{\theta^2\lambda^2t^2}{\sigma d}{\rm Re}\,\Gamma\,(1-m_y^2)=1+a-b(1-m_y^2).$$

This is the first result again. At fixed field the interface adds heat, yet the total power falls, because the heat in the bulk falls by more. The sign is definite: ${\rm Re}\,\Gamma=2(G_r+2R|G|^2)/|1+2GR|^2$ is positive when $G_r>0$.

## What each derivation assumes

Both need linear, laterally uniform, diffusive transport, isotropic spin relaxation, a blocked vacuum face and the same interface law. They differ in how spin acts back on charge. The first takes the inverse spin Hall current from the channel law, with its sign and magnitude. The second needs the direct effect, a deflection that does no work, and energy conservation; the inverse effect is then implied.

They also differ in reach. Power determines $\mathbf E\cdot\bar{\mathbf J}$, and hence the symmetric part of the conductivity tensor. The term $b_im_z$ is antisymmetric, does no work and is invisible to the second derivation. The first gives it directly.

The common assumptions set the limits of the result. If magnons let the magnet absorb spin along $\mathbf m$ with conductance $g_m$, the parallel component obeys the same circuit equation with $2G$ replaced by $g_m$. Then ${\rm Re}\,\Gamma\,(1-m_y^2)$ becomes ${\rm Re}\,\Gamma\,(1-m_y^2)+\Gamma_m m_y^2$, with $\Gamma_m=g_m/(1+g_mR)$. The angular form survives, but its amplitude is proportional to ${\rm Re}\,\Gamma-\Gamma_m$. Diffusion itself fails when $d$ or $\lambda$ is not large compared with the mean free path. Spin precession in the bulk, spin flips at the interface and magnetism induced in the metal are also left out.

## Thin, thick and strongly absorbing films

For $d\ll\lambda$, $t\simeq d/2\lambda$ and $\coth(d/\lambda)\simeq\lambda/d$, so

$$b\simeq\frac{\theta^2d}{4\lambda}\,{\rm Re}\left[\frac{2\lambda G}{\sigma+2\lambda^2G/d}\right].$$

If also $d\ll2\lambda^2|G|/\sigma$, the interface dominates the denominator and $b\simeq\theta^2d^2/4\lambda^2$, independent of $G$. In the opposite case, $2\lambda^2|G|/\sigma\ll d\ll\lambda$, $b\simeq\theta^2dG_r/(2\sigma)$, provided $G_i$ is not much larger than $G_r$.

For $d\gg\lambda$, both hyperbolic functions tend to 1 and

$$b\simeq\theta^2\frac\lambda d\,{\rm Re}\left[\frac{2\lambda G}{\sigma+2\lambda G}\right].$$

The spin potential varies appreciably only within a few $\lambda$ of the faces, so the returned charge current is confined there, while the whole thickness carries the ordinary current. Growth at small $d$ and decay at large $d$ imply an optimum between them. For a perfect absorber, $\lambda|G|/\sigma\to\infty$ and $b=\theta^2(\lambda/d)\tanh^2(d/2\lambda)\tanh(d/\lambda)$. Numerical maximization gives $b/\theta^2=0.285$ at $d/\lambda=2.34$.

## Worked example

Take round model parameters, in SI units: $\sigma=2\times10^6$ S/m, $\lambda=2$ nm, $d=6$ nm, $\theta=0.1$, $G_r=4\times10^{14}$ S/m², $G_i=0.4\times10^{14}$ S/m² and $E=10^4$ V/m. The charge current density is $2\times10^{10}$ A/m² and the spin Hall source is $2\times10^9$ A/m².

These values lie at the edge of the diffusive regime. For free electrons with Fermi wavenumber $k_F$ and mean free path $\ell$, $\sigma=(e^2/h)(2k_F^2/3\pi)\,\ell$. With $k_F$ between 10 and 16 nm⁻¹, $\ell$ is about 2.4 to 1 nm, comparable with $\lambda$. The numbers therefore illustrate the formulas and are not quantitative predictions for a real film, least of all at a thickness of 1 nm.

With $t=0.905$, the unloaded spin potential at the magnet is

$$s_0=-0.1\times10^4\times2\times10^{-9}\times0.905\ {\rm V}=-1.81\ \mu{\rm V}.$$

This is also the value for $\mathbf m\parallel y$, when nothing is absorbed. For $\mathbf m\parallel x$, ${\rm Re}\,\Gamma=4.45\times10^{14}$ S/m² gives $K_y=-8.05\times10^8$ A/m², 40% of the source in magnitude. The potential $s_y(0)$ shrinks to $-1.00\ \mu$V, and the difference across the film falls from 3.621 to 2.892 $\mu$V. The charge current density drops by

$$\frac{0.1\times2\times10^6\times0.729\times10^{-6}}{6\times10^{-9}}\ {\rm A/m^2}=2.43\times10^7\ {\rm A/m^2},$$

or $1.21\times10^{-3}$ of $\sigma E$, which is $b$. The power route gives the same number: $\mathbf s_0\cdot\mathbf K=1.81\times10^{-6}\times8.05\times10^8=1.46\times10^3$ W/m², compared with $\sigma E^2d=1.2\times10^6$ W/m². Setting $G_i=0$ changes $b$ by about 0.2%.

The leading resistivity change is $b/\sigma=0.607$ nΩ m. Inverting the full tensor gives 0.6005 nΩ m, about 1% less, as the factor $(1+a)(1+a-b)=1.011$ requires. The resistivity is 497.60 nΩ m for $\mathbf m$ along $x$ or $z$, 497.30 nΩ m at 45° in the plane and 497.00 nΩ m along $y$. At 45° the transverse resistivity is 0.300 nΩ m, half the longitudinal change.

At $d=20$ nm the thick-film law with $G_i$ neglected gives $0.01\times0.1\times1.6/3.6=4.4\times10^{-4}$, close to the full $4.45\times10^{-4}$. At 1 nm the law $\theta^2d^2/4\lambda^2$ gives $6.3\times10^{-4}$, well above the full $3.5\times10^{-4}$, mainly because the length $2\lambda^2G_r/\sigma=1.6$ nm is not much larger than $d$. Keeping $\sigma$ in the thin-film denominator gives $3.9\times10^{-4}$; the rest of the gap arises because $d/\lambda=0.5$ is not small. With $\sigma$, $\lambda$ and $\theta$ held fixed as the thickness varies, the optimum is at 4.5 nm, where $b=1.28\times10^{-3}$. In real films this thin, all three can depend on thickness, which can shift the optimum.

The numerical output below gives the film's potentials, currents, coefficients and resistivities; the current drop, the power and the limiting-law estimates above follow from them and the parameters by the arithmetic shown. The derived conductivity tensor was tested against a numerical solution of the diffusion problem with reflection matrices at the interface, for random magnetization directions; the energy balance was tested separately.

## Values computed for the example and the checks

```
conductivity sigma = 2.000e+06 S/m
reference resistivity 1/sigma = 500.000 nOhm m
spin diffusion length = 2.00 nm
film thickness = 6.00 nm
spin Hall angle = 0.100 (no unit)
G_r = 4.000e+14 S/m^2
G_i = 4.000e+13 S/m^2
equivalent mode density = 5.214 per nm^2
electric field = 1.000e+04 V/m
charge current sigma*E = 2.000e+10 A/m^2
spin Hall source theta*sigma*E = 2.000e+09 A/m^2
tanh(d/2lam) = 0.90515 (no unit)
coth(d/lam) = 1.00497 (no unit)
Re Gamma = 4.4456e+14 S/m^2
Im Gamma = 2.4534e+13 S/m^2
m along y: s_y(0) = -1.8103 microvolt
m along x: s_y(0) = -1.0015 microvolt
m along x: s_z(0) = -0.0446 microvolt
m along y: s_y(d)-s_y(0) = 3.6206 microvolt
m along x: s_y(d)-s_y(0) = 2.8921 microvolt
m along x: K_y into magnet = -8.0478e+08 A/m^2
m along x: K_z into magnet = 4.4414e+07 A/m^2
|K_y|/(theta*sigma*E) = 0.4024 (no unit)
a = 6.03432e-03 (no unit)
b = 1.21408e-03 (no unit)
b_i = 6.70016e-05 (no unit)
b with G_i set to zero = 1.21109e-03 (no unit)
leading resistivity change b/sigma = 0.60704 nOhm m
full resistivity change = 0.60050 nOhm m
angle  0 deg from x: rho_xx = 497.60144, rho_yx = -0.00000 nOhm m
angle 30 deg from x: rho_xx = 497.45131, rho_yx = 0.26003 nOhm m
angle 45 deg from x: rho_xx = 497.30119, rho_yx = 0.30025 nOhm m
angle 60 deg from x: rho_xx = 497.15106, rho_yx = 0.26003 nOhm m
angle 90 deg from x: rho_xx = 497.00094, rho_yx = 0.00000 nOhm m
m along z: rho_xx = 497.60144 nOhm m
thickness  1 nm: b = 3.5222e-04 (no unit)
thickness  2 nm: b = 8.3528e-04 (no unit)
thickness  4 nm: b = 1.2711e-03 (no unit)
thickness  6 nm: b = 1.2141e-03 (no unit)
thickness 10 nm: b = 8.6735e-04 (no unit)
thickness 20 nm: b = 4.4546e-04 (no unit)
optimum thickness = 4.513 nm
b at optimum = 1.2841e-03 (no unit)
perfect absorber: optimum d/lam = 2.3355 (no unit)
perfect absorber: largest b/theta^2 = 0.2850 (no unit)
```
